# Fourth-order superexchange in a Cu-O-Cu cluster, compared with exact diagonalization

## Problem

Two Cu orbitals, $d_1$ and $d_2$, are joined through one O orbital $p$. The cluster holds two holes. Energies are counted for holes: a hole on Cu has energy 0 and a hole on O has energy $\Delta>0$. Two holes on the same Cu repel with energy $U_d>0$, and two holes on O repel with $U_p\ge 0$. A hole hops between Cu and O with amplitude of magnitude $t\equiv t_{pd}$. Repulsion between holes on neighbouring atoms, direct Cu-Cu hopping and all other orbitals are left out.

When $t$ is small, the low-energy states have one hole on each Cu, with spins $\mathbf S_1$ and $\mathbf S_2$ (in units of $\hbar$). Define

$$J=E_{\rm triplet}-E_{\rm singlet}.$$

1. Find the leading dependence of $J$ on $t$, including its prefactor.
2. Find the exact singlet and triplet energies, and from them the error of the leading result.
3. Evaluate both for the round model parameters $\Delta=4$ eV, $U_d=8$ eV, $U_p=4$ eV, $t=0.4$ eV.

## First estimate by scaling

The spins matter only through the Pauli principle: two holes may share an orbital if they form a singlet, but not if they form a triplet. Starting from one hole on each Cu, it takes two hops to bring the holes together and two more to return. Hence $J\propto t^4$.

After the first hop one hole is on O, at energy $\Delta$. After the second the holes form a pair, with energy $U_d$ on a Cu or

$$W=2\Delta+U_p$$

on O. The third hop leads back to energy $\Delta$. Each intermediate state contributes one energy denominator, so

$$J\sim\frac{t^4}{\Delta^2U_d}\quad\text{and}\quad\frac{t^4}{\Delta^2W}$$

are the sizes of the two contributions. The extra virtual states are open to the singlet and lie above it, so they lower it, and $J>0$.

For the given parameters $W=12$ eV and $t^4/\Delta^2=0.0256/16=0.0016$ eV$^2$. The two contributions are about 0.20 meV and 0.13 meV, or 0.33 meV together. Scaling cannot supply the numerical prefactors.

## Solution

### States and hopping

The $p$ orbital has lobes of opposite sign, so its hoppings to the two Cu atoms can be $+t$ and $-t$. Replacing $d_{2\sigma}$ by $-d_{2\sigma}$ makes both $+t$. The densities and spins contain $d_2$ in pairs and do not change. We may therefore use

$$V=t\sum_\sigma\left(d_{1\sigma}^\dagger p_\sigma+d_{2\sigma}^\dagger p_\sigma+\text{h.c.}\right).$$

Let $H_0$ contain the on-site energies and repulsions. Since $V|0\rangle=0$ and

$$[V,d_{i\sigma}^\dagger]=t\,p_\sigma^\dagger,\qquad [V,p_\sigma^\dagger]=t\,(d_{1\sigma}^\dagger+d_{2\sigma}^\dagger),$$

$V$ acts on a two-hole state by replacing each creation operator in turn.

For two different orbitals $a,b$ define the singlet

$$|ab\rangle=\frac{1}{\sqrt2}\left(a_\uparrow^\dagger b_\downarrow^\dagger+b_\uparrow^\dagger a_\downarrow^\dagger\right)|0\rangle,$$

which is symmetric in $a$ and $b$. For a doubly occupied orbital let $|aa\rangle=a_\uparrow^\dagger a_\downarrow^\dagger|0\rangle$. Writing 1 and 2 for the Cu orbitals, the replacement rule gives

$$V|12\rangle=t\left(|p2\rangle+|1p\rangle\right),$$

$$V|p2\rangle=t|12\rangle+\sqrt2\,t\,|22\rangle+\sqrt2\,t\,|pp\rangle,$$

$$V|1p\rangle=t|12\rangle+\sqrt2\,t\,|11\rangle+\sqrt2\,t\,|pp\rangle.$$

The factor $\sqrt2$ arises because both terms of the singlet become the same pair state: $2/\sqrt2=\sqrt2$.

For the triplet, take both spins up and write $T(a,b)=a_\uparrow^\dagger b_\uparrow^\dagger|0\rangle$. The other two components have the same energy by spin-rotation symmetry. Since $T(a,a)=0$,

$$VT(1,2)=t[T(p,2)+T(1,p)],\qquad VT(p,2)=VT(1,p)=t\,T(1,2).$$

### The fourth-order energy

Hopping conserves spin, so the singlet and each triplet component can be treated separately. Let $|g\rangle$ be the state with one hole on each Cu in the chosen spin sector. It satisfies $H_0|g\rangle=0$ and $\langle g|V|g\rangle=0$. Let $Q=1-|g\rangle\langle g|$, and write the eigenstate as $|g\rangle+|\phi\rangle$ with $Q|\phi\rangle=|\phi\rangle$. The Schrödinger equation has the two parts

$$E=\langle g|V|\phi\rangle,\qquad (E-H_0-QVQ)|\phi\rangle=QV|g\rangle.$$

Solve the second for $|\phi\rangle$ and expand the inverse in $QVQ$. Each hop changes the number of holes on O by one, so terms with an odd number of hops cannot return to $|g\rangle$. With $G=Q(E-H_0)^{-1}Q$,

$$E=\langle g|VGV|g\rangle+\langle g|VGVGVGV|g\rangle+\dots$$

The states reached by the first hop have $H_0=\Delta$, and the squared norm of $V|g\rangle$ is $2t^2$ in both sectors. The first term is therefore

$$\frac{2t^2}{E-\Delta}=-\frac{2t^2}{\Delta}-\frac{2t^2}{\Delta^2}E+\dots$$

At second order $E_2=-2t^2/\Delta$ for singlet and triplet alike, so there is no exchange at this order. Inserting $E_2$ in the next term gives a common fourth-order energy

$$-\frac{2t^2}{\Delta^2}\left(-\frac{2t^2}{\Delta}\right)=+\frac{4t^4}{\Delta^3}.$$

The four-hop term remains, and here $E$ may be set to zero in $G$. For the triplet, the second hop can lead only back to $|g\rangle$, which $Q$ removes. Thus $E_{T,4}=4t^4/\Delta^3$.

For the singlet, the first hop and its denominator give $-(t/\Delta)(|p2\rangle+|1p\rangle)$. A second hop, with $|12\rangle$ removed, gives

$$QVGV|12\rangle=-\frac{\sqrt2\,t^2}{\Delta}\left(|11\rangle+|22\rangle+2|pp\rangle\right).$$

The O pair is reached in two orders: either Cu hole may move first. The two amplitudes have the same sign and add, which gives the factor 2. Squaring each amplitude and dividing by minus the pair energy,

$$\langle12|VGVGVGV|12\rangle=-2\,\frac{2t^4}{\Delta^2U_d}-\frac{8t^4}{\Delta^2W}.$$

The common energy $4t^4/\Delta^3$ cancels in the difference, and the leading exchange is

$$\boxed{J_4=\frac{4t_{pd}^4}{\Delta^2}\left(\frac1{U_d}+\frac2{2\Delta+U_p}\right)}$$

Because $\mathbf S_1\cdot\mathbf S_2$ equals $1/4$ in the triplet and $-3/4$ in the singlet, the effective Hamiltonian to this order is

$$H_{\rm eff}=-\frac{2t^2}{\Delta}+\frac{4t^4}{\Delta^3}+J_4\left(\mathbf S_1\cdot\mathbf S_2-\frac14\right).$$

The Cu-pair part can be written $4t_{\rm eff}^2/U_d$ with $t_{\rm eff}=t^2/\Delta$, the magnitude of Cu-Cu hopping through O. It is the leading exchange of a two-site Hubbard model, valid for $t_{\rm eff}\ll U_d$. The O-pair part is absent from that model. It survives in $J_4$ when $U_d\to\infty$, and it exceeds the Cu-pair part when $2U_d>W$.

### The exact energies

In the triplet, $T(1,2)$ couples with strength $\sqrt2t$ to the normalized combination $[T(p,2)+T(1,p)]/\sqrt2$. The opposite combination is uncoupled and has energy $\Delta$. The lowest triplet is the lower root of $E(E-\Delta)=2t^2$:

$$E_T=\frac{\Delta-\sqrt{\Delta^2+8t^2}}2.$$

For the singlet, use the combinations even under exchange of the Cu atoms,

$$|B\rangle=\frac{|p2\rangle+|1p\rangle}{\sqrt2},\qquad |D\rangle=\frac{|11\rangle+|22\rangle}{\sqrt2}.$$

Adding the hopping relations gives

$$V|B\rangle=\sqrt2\,t|12\rangle+\sqrt2\,t|D\rangle+2t|pp\rangle.$$

The three states on the right are not coupled to each other. For a state $a|12\rangle+b|B\rangle+c|D\rangle+q|pp\rangle$ the eigenvalue equations are

$$Ea=\sqrt2\,tb,\quad (E-U_d)c=\sqrt2\,tb,\quad (E-W)q=2tb,$$

$$(E-\Delta)b=\sqrt2\,ta+\sqrt2\,tc+2tq.$$

For $E<0$, $b=0$ would make every coefficient vanish. Eliminating $a,c,q$ and dividing by $b$ gives

$$E-\Delta=\frac{2t^2}{E}+\frac{2t^2}{E-U_d}+\frac{4t^2}{E-W}.$$

The left side minus the right side increases steadily from $-\infty$ to $+\infty$ as $E$ runs from $-\infty$ to $0$, so there is one negative root, $E_S$.

The odd singlets cannot lie lower. The odd combination of $|p2\rangle$ and $|1p\rangle$ couples only to the odd Cu pair, so its equation is $E-\Delta=2t^2/(E-U_d)$. At any negative root of this equation, left minus right in the even equation equals $-2t^2/E-4t^2/(E-W)>0$. The even root is therefore lower still.

### The next correction

Set $x=t^2$ and rewrite the singlet equation as

$$E=\frac{2x}{E-\Delta+\dfrac{2x}{U_d-E}+\dfrac{4x}{W-E}}.$$

Since $E$ is of order $x$, expand $1/(U_d-E)=1/U_d+E/U_d^2+\dots$, and likewise for $W$. With

$$g=\frac2{U_d}+\frac4W,\qquad h=\frac2{U_d^2}+\frac4{W^2},$$

this becomes

$$E=-\frac{2x}{\Delta}(1+y+y^2+\dots),\qquad y=\frac{E+gx+hxE+\dots}{\Delta}.$$

Insert $E=e_1x+e_2x^2+e_3x^3+\dots$ and compare powers:

$$e_1=-\frac2\Delta,\qquad e_2=-\frac{2(e_1+g)}{\Delta^2}=\frac4{\Delta^3}-\frac{2g}{\Delta^2},$$

$$e_3=-\frac2\Delta\left[\frac{e_2+he_1}{\Delta}+\frac{(e_1+g)^2}{\Delta^2}\right]
=-\frac{16}{\Delta^5}+\frac{12g}{\Delta^4}+\frac{4h}{\Delta^3}-\frac{2g^2}{\Delta^3}.$$

The triplet equation is the same with $g=h=0$. Subtracting singlet from triplet gives $2gt^4/\Delta^2=J_4$ at fourth order, in agreement with the first derivation, and at sixth order

$$J_6=t^6\left(-\frac{12g}{\Delta^4}-\frac{4h}{\Delta^3}+\frac{2g^2}{\Delta^3}\right).$$

## Comparison

For the given parameters the two parts of $J_4$ are

$$4\times\frac{0.0016}{8}\ \text{eV}=0.800\ \text{meV},\qquad 8\times\frac{0.0016}{12}\ \text{eV}=1.067\ \text{meV}.$$

Thus $J_4=1.867$ meV, or 21.7 K as a temperature. The exact energies are $E_T=-78.461$ meV and $E_S=-80.247$ meV, so

$$J=-78.461-(-80.247)=1.786\ \text{meV},$$

or 20.7 K. The scaling estimate of 0.33 meV has the right sign and power of $t$, but is smaller than the exact $J$ by a factor of 5.4. The missing prefactors are the 4 and 8 in the two channels; they raise the estimate by a factor of 5.6, to $J_4$.

The fourth-order formula is 4.5% above the exact $J$. The sixth-order term, $J_6=-0.084$ meV, brings the sum to 1.783 meV and accounts for most of the difference. With the other parameters fixed, varying $t$ gives the following values; the error is that of $J_4$ relative to exact $J$.

| $t$ (eV) | $J_4$ (meV) | $J_4+J_6$ (meV) | exact $J$ (meV) | error |
|---|---|---|---|---|
| 0.1 | 0.00729 | 0.00727 | 0.00727 | 0.3% |
| 0.2 | 0.1167 | 0.1154 | 0.1154 | 1.1% |
| 0.4 | 1.867 | 1.783 | 1.786 | 4.5% |
| 0.8 | 29.87 | 24.52 | 25.28 | 18% |
| 1.2 | 151.2 | 90.3 | 106.7 | 42% |

At small $t$ the relative error is $-J_6/J_4\propto t^2$: doubling $t$ from 0.1 to 0.2 eV multiplies it by four. At $t=1.2$ eV even the sum $J_4+J_6$ is about 15% below the exact value, so two terms of the series no longer suffice.

Small $t/\Delta$ is not the only condition. The expansion of $1/(U_d-E)$ also requires $|E|\approx2t^2/\Delta$ to be small compared with $U_d$. It does not require $t\ll U_d$. To see the difference, keep $t=0.4$ eV, for which $t^2/\Delta=0.04$ eV, and lower $U_d$:

- At $U_d=t=0.40$ eV, $J_4=17.1$ meV and the exact $J=15.8$ meV, an error of 8%.
- At $U_d=t^2/\Delta=0.04$ eV, $J_4=161$ meV and the exact $J=60.7$ meV. The formula is too large by 165% of the exact value.

In the second case the holes can pair on Cu at an energy cost comparable with their effective hopping, and a description by two localized spins is no longer justified. As $U_d\to0$, $J_4$ diverges, while the exact equation still has a finite negative root and hence a finite $J$.

The numerical check builds the fermion operators independently and confirms the fourth-order Hamiltonian, the exact energies and the coefficient of $t^6$ for three parameter sets, with $U_d$ both above and below $\Delta$. "Exact" refers throughout to this three-orbital model; the interactions and orbitals omitted at the start would change $J$ in a real oxide. The change can be large. With both Cu-O hoppings written as $+t$, a direct Cu-Cu hopping of $+0.02$ eV or $-0.02$ eV moves the exact $J$ of the example from 1.79 meV to 0.44 meV or 3.54 meV, so the relative sign of the two Cu-O hoppings can be removed freely only while direct hopping is absent. The value $t=0.4$ eV is a model choice that keeps the expansion accurate. Estimates of $t_{pd}$ for cuprates lie above 1 eV, near the last row of the table, where $J_4$ overestimates the exact cluster value by about 40%.

## Computed results

```
Delta = 4.0 eV, U_d = 8.0 eV, U_p = 4.0 eV
t = 0.4 eV, O-pair energy W = 12.0 eV
effective Cu-Cu hopping t^2/Delta = 40.000 meV
second-order shift = -80.000 meV
amplitude, each Cu pair = 0.056569 eV
amplitude, O pair, one order = 0.056569 eV
amplitude, O pair, both orders = 0.113137 eV
fourth-order singlet energy = -0.26667 meV
fourth-order triplet energy = 1.60000 meV
J from Cu-pair channel = 0.80000 meV
J from O-pair channel = 1.06667 meV
J4 = 1.86667 meV = 21.662 K
J6 = -0.08356 meV
J4 + J6 = 1.78311 meV
exact singlet energy = -80.24745 meV
exact triplet energy = -78.46097 meV
exact J = 1.78648 meV = 20.731 K
Scan in t: t (eV), J4, J4+J6, exact J (meV), J4 error (%)
  0.1  0.00729  0.00727  0.00727  0.28
  0.2  0.11667  0.11536  0.11537  1.12
  0.4  1.86667  1.78311  1.78648  4.49
  0.8  29.86667  24.51911  25.27875  18.15
  1.2  151.20000  90.28800  106.65068  41.77
Small U_d at t = 0.4 eV: U_d (eV), J4, exact J (meV), error (%)
  0.40  17.067  15.824  7.85
  0.04  161.067  60.669  165.48
```
